# The Full-CI Sigma Vector from Alpha and Beta Strings

## The trouble with determinant pairs

Take eight spin-up and eight spin-down electrons in sixteen orbitals. There are $1.656\times10^8$ determinants, so the Hamiltonian matrix has about $2.7\times10^{16}$ elements. Most of them vanish, but each determinant still couples to several thousand others (the count $1+2X+2Y+X^2=5793$ follows from the quantities $X$ and $Y$ defined below), about $10^{12}$ elements in all, which is impractical to store and read at every iteration. Iterative eigensolvers do not need the matrix. They need its product with a trial vector,

$$\sigma = HC ,$$

called the sigma vector. If this product is formed by running over pairs of determinants, each nonzero element still requires finding the orbitals that differ, fixing a sign and collecting integrals. Much of that work is repeated: a replacement among the spin-down electrons has the same sign whatever the spin-up electrons do, provided every determinant is written with all spin-up creators to the left of all spin-down creators.

The cure is to treat the two spins as separate objects. A **string** is a list of occupied orbitals for one spin, and a determinant is a pair of strings. The vector $C$ becomes a rectangular array $C(I_\alpha,I_\beta)$, and $H$ acts on its rows, on its columns, or on both.

## The Hamiltonian in excitation operators

Let there be $n$ real orthonormal spatial orbitals, the same for both spins, and a Hamiltonian that does not act on spin:

$$H=\sum_{kl}h_{kl}\sum_{s}a^\dagger_{ks}a_{ls}+\tfrac12\sum_{ijkl}(ij|kl)\sum_{st}a^\dagger_{is}a^\dagger_{kt}a_{lt}a_{js}.$$

Here $s,t\in\{\alpha,\beta\}$, and $(ij|kl)$ is the repulsion between the charge distributions $\phi_i\phi_j$ and $\phi_k\phi_l$, so that $(ij|kl)=(kl|ij)$. Define $E^s_{ij}=a^\dagger_{is}a_{js}$, which moves an electron of spin $s$ from $j$ to $i$.

To express the two-electron term through $E$, exchange the two annihilators, which costs a sign, and then use $a^\dagger_{kt}a_{js}=\delta_{jk}\delta_{st}-a_{js}a^\dagger_{kt}$:

$$\begin{aligned}
a^\dagger_{is}a^\dagger_{kt}a_{lt}a_{js}
&=-a^\dagger_{is}a^\dagger_{kt}a_{js}a_{lt}\\
&=-\delta_{jk}\delta_{st}\,a^\dagger_{is}a_{lt}+a^\dagger_{is}a_{js}a^\dagger_{kt}a_{lt}\\
&=E^s_{ij}E^t_{kl}-\delta_{jk}\delta_{st}E^s_{il}.
\end{aligned}$$

The correction appears for equal spins only. It is a one-electron operator, $-\tfrac12\sum_{ijl}(ij|jl)E^s_{il}$. Renaming $i$ as $k$, it can be absorbed into

$$h'_{kl}=h_{kl}-\tfrac12\sum_j(kj|jl).$$

For unequal spins there are two products, $\tfrac12\sum(ij|kl)(E^\alpha_{ij}E^\beta_{kl}+E^\beta_{ij}E^\alpha_{kl})$. In the first, exchange the names $ij\leftrightarrow kl$, use $(kl|ij)=(ij|kl)$, and commute the operators, which is allowed because they belong to different spins. It then equals the second, and the factor $\tfrac12$ disappears. Hence

$$H=H_\beta+H_\alpha+\sum_{ijkl}(ij|kl)E^\beta_{ij}E^\alpha_{kl},$$

$$H_s=\sum_{kl}h'_{kl}E^s_{kl}+\tfrac12\sum_{ijkl}(ij|kl)E^s_{ij}E^s_{kl}.$$

## Nine determinants by hand

Let $n=3$, with one alpha and two beta electrons. The alpha strings are $1,2,3$ and the beta strings are $12,13,23$, where $|12\rangle=a^\dagger_1a^\dagger_2|0\rangle$ and so on. The array $C$ has three rows and three columns. We compute the single element $\sigma(1,12)$.

**Links.** Which beta strings does one operator $E_{ij}$ connect to $12$? Two examples show the signs:

$$E_{13}|23\rangle=a^\dagger_1a_3a^\dagger_2a^\dagger_3|0\rangle=-a^\dagger_1a^\dagger_2|0\rangle=-|12\rangle,$$

$$E_{23}|13\rangle=a^\dagger_2a_3a^\dagger_1a^\dagger_3|0\rangle=-a^\dagger_2a^\dagger_1|0\rangle=+|12\rangle.$$

In addition $E_{11}$ and $E_{22}$ leave $|12\rangle$ unchanged. That makes four links.

**Opposite spins.** The alpha electron can reach orbital 1 from any $l$, with $\langle1|E_{1l}|l\rangle=1$. Combining this with the four beta links gives

$$\begin{aligned}
\sigma_3(1,12)=\sum_{l=1}^{3}\big\{&[(11|1l)+(22|1l)]\,C(l,12)\\
&+(23|1l)\,C(l,13)-(13|1l)\,C(l,23)\big\}.
\end{aligned}$$

The two diagonal links multiply the same coefficient, so their integrals are added first. There remain $3\times3=9$ multiply-adds.

**Beta electrons alone.** The alpha string stays fixed, so

$$\sigma_1(1,12)=\sum_{J}T_\beta(12,J)\,C(1,J),\qquad J=12,13,23,$$

where $T_\beta$ is the matrix of $H_\beta$ between beta strings. Its diagonal element shows what $h'$ does. The product $E_{ij}E_{kl}$ goes from $12$ to an intermediate string and back. Through $12$ itself it gives $(11|11)+2(11|22)+(22|22)$. Through $23$ it gives $(13|31)$, because the sign $-1$ occurs twice, and through $13$ it gives $(23|32)$. With the factor $\tfrac12$ these are

$$\tfrac12\left[(11|11)+2(11|22)+(22|22)+(13|31)+(23|32)\right].$$

The one-electron part is

$$\begin{aligned}
h'_{11}+h'_{22}=h_{11}+h_{22}-\tfrac12[&(11|11)+(12|21)+(13|31)\\
&+(21|12)+(22|22)+(23|32)].
\end{aligned}$$

In the sum, the self-repulsions and all terms with the empty orbital 3 cancel:

$$T_\beta(12,12)=h_{11}+h_{22}+(11|22)-(12|21).$$

This is the energy of two parallel-spin electrons, with Coulomb and exchange terms.

**The alpha electron alone.** Here $T_\alpha(1,l)=h'_{1l}+\tfrac12\sum_j(1j|jl)=h_{1l}$, since a single electron has no partner of its own spin. Therefore $\sigma_2(1,12)=\sum_l h_{1l}C(l,12)$, and

$$\sigma(1,12)=\sigma_1(1,12)+\sigma_2(1,12)+\sigma_3(1,12).$$

## The general factorization

Now let there be $N_\alpha$ and $N_\beta$ electrons, with $1\le N_s\le n-1$, and let all strings be included. Write each determinant with the alpha creators to the left of the beta creators, and with orbitals ascending in each string.

An operator $E^\beta_{ij}$ must pass $N_\alpha$ alpha creators to reach the beta string. It contains two fermion operators, so the sign is $(-1)^{2N_\alpha}=1$. An operator $E^\alpha_{kl}$ meets the alpha creators first. The part of it that would pass through them annihilates the remaining state, which contains no alpha electron. Matrix elements are therefore those of the separate strings:

$$\langle I_\alpha I_\beta|E^\beta_{ij}E^\alpha_{kl}|J_\alpha J_\beta\rangle=\langle I_\beta|E_{ij}|J_\beta\rangle\langle I_\alpha|E_{kl}|J_\alpha\rangle.$$

For $H_\beta$ the alpha factor is $\delta_{I_\alpha J_\alpha}$, and conversely. This gives Olsen's form:

$$\sigma_1(I_\alpha,I_\beta)=\sum_{J_\beta}T_\beta(I_\beta,J_\beta)\,C(I_\alpha,J_\beta),$$

$$\sigma_2(I_\alpha,I_\beta)=\sum_{J_\alpha}T_\alpha(I_\alpha,J_\alpha)\,C(J_\alpha,I_\beta),$$

$$\begin{aligned}
\sigma_3(I_\alpha,I_\beta)=\sum_{ijkl}(ij|kl)\sum_{J_\alpha J_\beta}&\langle I_\beta|E_{ij}|J_\beta\rangle\\
&\times\langle I_\alpha|E_{kl}|J_\alpha\rangle\,C(J_\alpha,J_\beta).
\end{aligned}$$

Inserting the complete set of strings $K$ with the same electron number between the two excitation operators gives

$$\begin{aligned}
T(I,J)=&\sum_{kl}h'_{kl}\langle I|E_{kl}|J\rangle\\
&+\tfrac12\sum_{ijkl}(ij|kl)\sum_K\langle I|E_{ij}|K\rangle\langle K|E_{kl}|J\rangle .
\end{aligned}$$

The set of $K$ must be complete. If the CI space is truncated, an intermediate string may lie outside the selected list and must still be summed over; otherwise $T$ is wrong. The counts below also assume the full rectangular array. A Hamiltonian with spin-orbit coupling contains operators that change $\alpha$ into $\beta$, and the three parts then no longer suffice.

**The link table.** To find all nonzero $\langle I|E_{ij}|J\rangle$ for a given $I$, remove an occupied orbital $i$, leaving a string $R$, and then add an orbital $j$ that is empty in $R$. Let $p_i$ and $p_j$ be the numbers of orbitals in $R$ below $i$ and $j$. Since $a_j|J\rangle=(-1)^{p_j}|R\rangle$ and $a^\dagger_i|R\rangle=(-1)^{p_i}|I\rangle$,

$$\langle I|E_{ij}|J\rangle=(-1)^{p_i+p_j}.$$

For $i=1$, $j=3$, $R=\{2\}$ the exponent is $0+1$, which is the minus sign found by hand. With $v=n-N$ empty orbitals there are $N$ choices of $i$ and $v+1$ choices of $j$, because $j=i$ is allowed. Each string thus has

$$L=N(v+1)$$

links. In the example, $L_\beta=2\times2=4$.

## The same-spin part and its cost

For each beta string $I_\beta$:

1. Set an array $F(J_\beta)$ to zero.
2. For each link $(K,i,j)$ of $I_\beta$, add its sign times $h'_{ij}$ to $F(K)$.
3. For each link $(J_\beta,k,l)$ of $K$, add $\tfrac12(ij|kl)$ times both signs to $F(J_\beta)$.
4. For every $J_\beta$ reached, add $F(J_\beta)\,C(I_\alpha,J_\beta)$ to $\sigma_1(I_\alpha,I_\beta)$ for all $I_\alpha$.

After step 3, $F$ is one row of $T_\beta$. The sum over intermediate strings is finished before $C$ is touched.

Let $S_s=\binom{n}{N_s}$ be the number of strings of spin $s$. The strings reached differ from $I_\beta$ by zero, one or two replacements. Their number is $1+X_\beta+Y_\beta$, with

$$X_s=N_sv_s,\qquad Y_s=\binom{N_s}{2}\binom{v_s}{2}.$$

Counting one multiply-add for each use of a CI coefficient, step 4 costs

$$M_1=S_\alpha S_\beta(1+X_\beta+Y_\beta).$$

Steps 2 and 3 cost $B_1=S_\beta(L_\beta^2+L_\beta)$ integral additions. This number does not contain $S_\alpha$: each row of $T_\beta$ is built once and serves all alpha strings. The counts for $\sigma_2$ follow by exchanging $\alpha$ and $\beta$. Integrals that vanish by spatial symmetry are counted as if they were nonzero.

## The opposite-spin part and its cost

Here both strings change. Fix the alpha replacement first. For each pair $kl$:

1. List the alpha links $(I_\alpha,J_\alpha)$ with this $kl$, and gather the rows $C'(I_\alpha,J_\beta)=\langle I_\alpha|E_{kl}|J_\alpha\rangle\,C(J_\alpha,J_\beta)$.
2. For each $I_\beta$, form $F(J_\beta)=\sum_{ij}(ij|kl)\langle I_\beta|E_{ij}|J_\beta\rangle$ from its links.
3. Compute $V(I_\alpha)=\sum_{J_\beta}F(J_\beta)\,C'(I_\alpha,J_\beta)$ for all listed $I_\alpha$.
4. Add $V(I_\alpha)$ to $\sigma_3(I_\alpha,I_\beta)$.

For fixed $kl$, $I_\alpha$ determines $J_\alpha$, so no two entries of $V$ are added to the same place.

How long is the list in step 1? If $k\ne l$, the source string contains $l$ but not $k$, and the other $N_\alpha-1$ electrons occupy the remaining $n-2$ orbitals in $\binom{n-2}{N_\alpha-1}$ ways. If $k=l$, there are $\binom{n-1}{N_\alpha-1}$ ways. Summed over all $kl$, the lists contain every alpha link once, hence $S_\alpha L_\alpha$ entries.

Each entry is combined with every $I_\beta$ and with the distinct strings in $F$. Of the $L_\beta=X_\beta+N_\beta$ beta links, the $N_\beta$ diagonal ones lead to the same string and merge. There remain $1+X_\beta$ strings, and

$$M_3=S_\alpha L_\alpha\,S_\beta(1+X_\beta).$$

Step 2 takes $B_3=n^2S_\beta L_\beta$ integral additions. Gathering and scattering move $2S_\alpha L_\alpha S_\beta$ coefficients. Merging favours the inner spin, so exchanging the roles of the spins replaces $L_\alpha(1+X_\beta)$ by $L_\beta(1+X_\alpha)$, and one may choose the smaller.

For the nine determinants, $L_\alpha=3$ and $1+X_\beta=3$, which again gives nine multiply-adds per element.

## Which part dominates

Let $N_\alpha=N_\beta=N$. Per determinant,

$$\frac{M_1}{S_\alpha S_\beta}=1+Nv+\frac{N(N-1)v(v-1)}{4},$$

$$\frac{M_3}{S_\alpha S_\beta}=N(v+1)(1+Nv).$$

For large $N$ and $v$ these approach $N^2v^2/4$ and $N^2v^2$, so $\sigma_3$ costs four times as much as $\sigma_1$. The factor has a simple origin. Two electrons of equal spin form an unordered pair, and so do the two orbitals they enter, which gives two factors of $\tfrac12$. For opposite spins both choices are independent.

The limit is approached slowly. At half filling, $n=2N$:

| $N$ | $\sigma_1$ per determinant | $\sigma_3$ per determinant | ratio |
|---|---|---|---|
| 4 | 53 | 340 | 6.42 |
| 8 | 849 | 4680 | 5.51 |
| 16 | 14657 | 69904 | 4.77 |

At $N=1000$ the ratio is 4.012. The integral additions of $\sigma_1$, relative to its multiply-adds, fall from 0.11 at $N=4$ to $4.8\times10^{-4}$ at $N=8$, because $S_\alpha$ grows so quickly. These are operation counts and not run times, which also depend on how fast the coefficients can be moved.

## Saving work by spin exchange

If $N_\alpha=N_\beta$, both spins have the same matrix $T$. In matrix notation $\sigma_1=CT^{\mathsf T}$ and $\sigma_2=TC$. Let $e_{ij}$ be the matrix of $E_{ij}$ between strings. Then

$$\sigma_3=\sum_{ijkl}(ij|kl)\,e_{kl}\,C\,e_{ij}^{\mathsf T}.$$

Replacing $C$ by $C^{\mathsf T}$ turns $\sigma$ into $\sigma^{\mathsf T}$: the first two parts exchange roles, and in the third one renames $ij\leftrightarrow kl$. So if $C$ is an eigenvector, $C^{\mathsf T}$ is one with the same energy. When the level is nondegenerate in this space, $C^{\mathsf T}=\varepsilon C$ with $\varepsilon=\pm1$. It follows that

$$\sigma_1^{\mathsf T}=TC^{\mathsf T}=\varepsilon TC=\varepsilon\sigma_2,$$

so $\sigma_2=\varepsilon\sigma_1^{\mathsf T}$ needs no separate calculation. This step, and the one that follows, use only $C^{\mathsf T}=\varepsilon C$, not that $C$ is an eigenvector. Since replacing $C$ by $C^{\mathsf T}=\varepsilon C$ turns $\sigma$ into $\sigma^{\mathsf T}=\varepsilon\sigma$, the product inherits the property, and the search can be confined to trial vectors that have it.

For $\sigma_3$, number the orbital pairs and give each term the weight $w(ij,kl)=1$ if $ij$ comes before $kl$, $\tfrac12$ if they are equal, and 0 otherwise. Call the weighted sum $A$. Its transpose is

$$\begin{aligned}
A^{\mathsf T}&=\sum_{ijkl} w(ij,kl)(ij|kl)\,e_{ij}C^{\mathsf T}e_{kl}^{\mathsf T}\\
&=\varepsilon\sum_{ijkl} w(kl,ij)(ij|kl)\,e_{kl}Ce_{ij}^{\mathsf T},
\end{aligned}$$

where the last step renames $ij\leftrightarrow kl$. Since $w(ij,kl)+w(kl,ij)=1$, we obtain $\sigma_3=A+\varepsilon A^{\mathsf T}$.

## The oxygen molecule

Take O$_2$ at a chosen distance of 2.3 bohr in the STO-3G basis, with orbitals from a restricted open-shell Hartree–Fock (ROHF) calculation of the triplet. Both 1s orbitals are kept doubly occupied. Their mean field is included in $h$, and their energy and the nuclear repulsion form a constant of $-101.2502$ hartree. ROHF orbitals are fixed only up to rotations among the doubly occupied ones. Here these diagonalize the average of the alpha and beta Fock matrices. Other choices of Fock matrix shift the constant, the active-space energy and the three parts of $\sigma$ below by up to 0.002 hartree, but the total energy by only $10^{-5}$ hartree. Twelve electrons remain in eight orbitals.

**Six alpha and six beta electrons.** Here $S=28$, $v=2$, $L=18$, $X=12$ and $Y=15\times1=15$. The counts are

$$M_1=M_2=28\times28\times(1+12+15)=21952,$$

$$M_3=28\times18\times28\times(1+12)=183456.$$

The ratio is 8.4, well above 4, because $v=2$ is far from large. Per determinant $\sigma_3$ costs $18\times13=234$ against the limiting $N^2v^2=144$, mainly because $v+1=3$ is half as large again as $v$. The part $\sigma_1$ costs 28 against $N^2v^2/4=36$, because two empty orbitals form just one pair and allow only 15 same-spin double replacements. The integral additions are $B_1=28(18^2+18)=9576$ and $B_3=64\times28\times18=32256$.

The lowest state has $\varepsilon=-1$. Spin exchange removes $\sigma_2$. With the orbital pairs numbered row by row, $11,12,\dots,18,21,\dots$, it reduces $\sigma_3$ to 99240 multiply-adds, a fraction 0.541, and the total falls from 227360 to 121192.

The identity $\sigma_3=A+\varepsilon A^{\mathsf T}$ holds for any numbering, but the count depends on it, because a merged diagonal element must be multiplied as long as any of its terms survives. Put the eight diagonal pairs first. A diagonal pair $kk$ has a list of $\binom75=21$ entries and meets only diagonal beta links with $i\le k$. These exist for 21, 27, and then all 28 beta strings, which gives $21\times(21+27+6\times28)=4536$. The $m$-th of the 56 other pairs has a list of $\binom65=6$ entries and meets 28 merged diagonal elements and $6m$ other links, which gives $6\sum_{m=1}^{56}(28+6m)=66864$. The sum is 71400, a fraction 0.389, below one half.

**Seven alpha and five beta electrons.** Now $S_\alpha=8$ and $S_\beta=56$. Building $T_\beta$ takes 23520 additions, more than the 20608 multiply-adds that use it: eight alpha strings are too few to share the work.

For the ROHF determinant, whose coefficient is $C=0.965201$, the three parts of the sigma vector are, in hartree,

$$\sigma_1=-29.03185,\quad\sigma_2=-36.19188,\quad\sigma_3=20.34524.$$

Their sum is $-44.87849$. For an eigenvector, $\sigma=EC$, so division by $C$ must give the active-space energy:

$$E=\frac{-44.87849}{0.965201}=-46.4965\ \text{hartree}.$$

Adding the constant gives $-147.7467$ hartree. The (6,6) calculation, with 784 determinants instead of 448, gives the same energy, as it must for two components of one triplet. This energy lies 0.1143 hartree below ROHF. Freezing the core costs only 0.0001 hartree in this basis, but the minimal basis leaves out most of the dynamic correlation. In cc-pVDZ the ROHF energy is 1.97 hartree lower, and frozen-core CCSD lies 0.37 hartree below it. The number is no prediction for the real molecule.

The numerical check compares each of the three parts with the action of bare creation and annihilation operators, for these integrals and for random ones, and compares the closed formulas for $M_1$, $M_2$, $M_3$, $B_1$ and $B_3$ with counters inside the loops. The count 99240 is read from a counter, and 71400 is derived by hand above.

## Values computed for the example and the checks

```
random integrals, 6 orbitals: largest deviation = 7.1e-15
O2 bond length = 2.3 bohr; active orbitals = 8
ROHF energy = -147.632415 hartree
frozen-core plus nuclear energy = -101.250163 hartree
(7,5) strings alpha, beta = 8, 56; determinants = 448
(7,5) full-CI energy = -147.746673 hartree
(7,5) deviation from Fock space = 7.1e-15 hartree
(7,5) sigma1: multiply-adds = 20608, integral additions = 23520
(7,5) sigma2: multiply-adds = 3584, integral additions = 1680
(7,5) sigma3: multiply-adds = 100352, integral additions = 71680
(7,5) sigma3: moved coefficients = 12544
(7,5) reference determinant: C = 0.965201
(7,5) reference determinant: sigma1 = -29.031850 hartree
(7,5) reference determinant: sigma2 = -36.191877 hartree
(7,5) reference determinant: sigma3 = 20.345235 hartree
(7,5) reference determinant: sum = -44.878491 hartree
(7,5) sum / C = -46.496510 hartree
(7,5) active-space eigenvalue = -46.496510 hartree
(6,6) strings alpha, beta = 28, 28; determinants = 784
(6,6) full-CI energy = -147.746673 hartree
(6,6) deviation from Fock space = 7.1e-15 hartree
(6,6) sigma1: multiply-adds = 21952, integral additions = 9576
(6,6) sigma2: multiply-adds = 21952, integral additions = 9576
(6,6) sigma3: multiply-adds = 183456, integral additions = 32256
(6,6) sigma3: moved coefficients = 28224
(6,6) exchange parity epsilon = -1
(6,6) halved sigma3: multiply-adds = 99240
(6,6) halved / full sigma3 = 0.541
(6,6) all parts: full = 227360, with exchange = 121192
energy difference of the sectors = 0.0e+00 hartree
full CI minus ROHF = -0.114258 hartree
half filling: N, determinants, multiply-adds per determinant, ratio
N=4: 4.900e+03; sigma1 53, sigma3 340; ratio 6.415
N=4: sigma1 integral additions / multiply-adds = 1.13e-01
N=8: 1.656e+08; sigma1 849, sigma3 4680; ratio 5.512
N=8: sigma1 integral additions / multiply-adds = 4.81e-04
N=16: 3.613e+17; sigma1 14657, sigma3 69904; ratio 4.769
N=16: sigma1 integral additions / multiply-adds = 8.43e-09
N=1000: sigma3 / sigma1 ratio = 4.0120
```
